# Lobe area of a filamentary memristor under fast sinusoidal voltage, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one rectangular pulse to the sinusoidal loop

### A pulse that draws a triangle

Take a resistor whose resistance $R$ falls in proportion to the charge that passes through it:

$$v=Ri,\qquad \frac{dR}{dt}=-k\,i,\qquad k>0 .$$

The constant $k$ has the unit ohm per coulomb. Positive current lowers $R$, and negative current raises it. Start at resistance $R_0$, switch the voltage quickly from zero to $U$, hold it for a time $T$, and switch it quickly back to zero. The edges are taken to be so short that $R$ does not change during them.

In the plane with $v$ to the right and $i$ upwards, this pulse draws three straight lines. The rising edge follows $i=v/R_0$ from the origin to $(U,U/R_0)$. During the hold the voltage is fixed and the current climbs, because $R$ falls to some lower value $R_1$. The falling edge follows $i=v/R_1$ back to the origin. The figure is a triangle with a vertical side of length $U/R_1-U/R_0$ and a height $U$ measured from that side to the origin, so its area is

$$A_{\rm pulse}=\frac{U^2}{2}\left(\frac1{R_1}-\frac1{R_0}\right).$$

To find $R_1$, insert $i=U/R$ in the law and multiply by $R$:

$$R\frac{dR}{dt}=-kU .$$

The left side is half the time derivative of $R^2$, so

$$R_1^2=R_0^2-2kUT .$$

The resistance would reach zero after the time $t_*=R_0^2/(2kU)$. The fall accelerates on the way, since a lower resistance draws a larger current.

For a pulse much shorter than $t_*$, use $(1-x)^{-1/2}\approx1+x/2$ with $x=2kUT/R_0^2$:

$$\frac1{R_1}\approx\frac1{R_0}\left(1+\frac{kUT}{R_0^2}\right),\qquad
A_{\rm pulse}\approx\frac{kU^3T}{2R_0^3}.$$

The powers can be read off the triangle. One factor $U$ is its extent in voltage, one comes from the scale of the current, and one comes from the relative change of resistance, which is proportional to $UT$. The same change brings in $1/R_0^2$, and the current scale supplies the third $1/R_0$. A sinusoid of angular frequency $\omega$ has a half-cycle lasting $\pi/\omega$, so an area proportional to $kV^3/(\omega R_0^3)$ is to be expected. What remains to be found is the number in front.

### Any voltage waveform

For a general $v(t)$ the same multiplication by $R$ works:

$$R\frac{dR}{dt}=-k\,v(t).$$

Define the flux, the time integral of the voltage, as

$$\varphi(t)=\int_0^t v(t')\,dt'.$$

Integration from $0$ to $t$ gives

$$R^2(t)=R_0^2-2k\varphi(t).$$

The resistance depends on the past through $\varphi$ alone. Integrating the original law instead gives $R=R_0-kq$, with $q$ the charge passed since $t=0$. Both statements describe the same state; the first is the useful one here because the voltage is prescribed.

When the change of $R$ is small, $k|\varphi|\ll R_0^2$, the current is

$$i=\frac{v}{R_0}\left(1-\frac{2k\varphi}{R_0^2}\right)^{-1/2}
\approx\frac{v}{R_0}\left(1+\frac{k\varphi}{R_0^2}\right).$$

Let the voltage rise steadily from zero to $V$ and then fall steadily to zero. Each intermediate voltage is met twice, first with flux $\varphi_{\rm out}(v)$ and later with the larger flux $\varphi_{\rm ret}(v)$. The return current is therefore the larger one. The enclosed area is the vertical distance between the branches, integrated over voltage:

$$A\approx\frac{k}{R_0^3}\int_0^V v\,\bigl[\varphi_{\rm ret}(v)-\varphi_{\rm out}(v)\bigr]dv .$$

The rectangular pulse is a limit in which this can be checked. There the flux difference is $UT$ at every voltage below $U$, and $\int_0^U v\,dv=U^2/2$, which returns $kU^3T/(2R_0^3)$.

A triangular pulse gives a second case. Let the voltage rise linearly to $V$ in a time $\tau$ and fall linearly in the same time. On the way up, the flux at voltage $v$ is the area of a small triangle of height $v$ and base $v\tau/V$, namely $v^2\tau/(2V)$. On the way down, an equal small triangle is still missing from the total flux $V\tau$. Hence

$$\varphi_{\rm ret}-\varphi_{\rm out}=V\tau-\frac{v^2\tau}{V}=\frac{\tau}{V}(V^2-v^2),$$

$$A_{\rm tri}\approx\frac{k\tau}{R_0^3V}\int_0^V(vV^2-v^3)\,dv
=\frac{k\tau}{R_0^3V}\left(\frac{V^4}{2}-\frac{V^4}{4}\right)=\frac{kV^3\tau}{4R_0^3}.$$

Compare the two shapes at the same amplitude and the same half-period $\pi/\omega$, so that $T=\pi/\omega$ and $\tau=\pi/(2\omega)$. In units of $kV^3/(\omega R_0^3)$ the rectangular pulse gives $\pi/2\approx1.57$ and the triangular one $\pi/8\approx0.39$. The number in front thus depends on the waveform.

### The sinusoid

Now let

$$v=V\sin\theta,\qquad \theta=\omega t .$$

Here $R_0$ is the resistance at $\theta=0$, the upward zero crossing at which the positive half-cycle starts. This convention matters beyond leading order. The flux is

$$\varphi=\frac V\omega\int_0^\theta\sin\theta'\,d\theta'=\frac V\omega(1-\cos\theta).$$

With the dimensionless parameter

$$\varepsilon=\frac{kV}{\omega R_0^2},$$

the resistance becomes

$$R=R_0\sqrt{1-2\varepsilon(1-\cos\theta)} .$$

"Fast" driving means $\varepsilon\ll1$. In terms of the constant-voltage collapse time at $U=V$, $\varepsilon=1/(2\omega t_*)$, so fast driving reverses the voltage long before the resistance could collapse.

Since $R$ depends on $\cos\theta$ alone, it returns to $R_0$ after each full period. Its minimum, at $\theta=\pi$, is

$$R_{\min}=R_0\sqrt{1-4\varepsilon}.$$

The solution thus needs $4\varepsilon<1$. A device also has a lowest and a highest resistance, and the range from $R_{\min}$ to $R_0$ must lie between them.

The phases $\theta$ and $\pi-\theta$ have the same voltage but opposite $\cos\theta$. For $0<\theta<\pi/2$ the later phase has the smaller resistance and hence the larger current. The outgoing branch is the lower one, the return branch is the upper one, and they meet between the ends at the peak voltage alone. The positive half-cycle is a simple loop traversed anticlockwise.

To first order in $\varepsilon$,

$$i(\theta)=\frac{V}{R_0}\sin\theta\,\bigl[1+\varepsilon(1-\cos\theta)\bigr].$$

The vertical opening of the loop is then

$$i(\pi-\theta)-i(\theta)=\frac V{R_0}\sin\theta\,(2\varepsilon\cos\theta)
=\frac{\varepsilon V}{R_0}\sin2\theta .$$

It is largest at $\theta=\pi/4$, where $v=V/\sqrt2$ and the opening is $\varepsilon V/R_0$. It vanishes at the peak, where the branches join, and at the origin, where the current is zero whatever the resistance. The loop leaves the origin with slope $1/R_0$ and returns with slope $1/R_{\min}$.

### The leading area, with its sign

Along the outgoing branch $\int i\,dv$ is the area under the lower curve. Along the return branch $dv$ is negative, so the integral is minus the area under the upper curve. The enclosed area is therefore

$$A=-\int_0^\pi i\,\frac{dv}{d\theta}\,d\theta,\qquad \frac{dv}{d\theta}=V\cos\theta .$$

Insert the first-order current:

$$A=-\frac{V^2}{R_0}\int_0^\pi\sin\theta\cos\theta\,\bigl[1+\varepsilon-\varepsilon\cos\theta\bigr]d\theta .$$

Two integrals are needed:

$$\int_0^\pi\sin\theta\cos\theta\,d\theta=\left[\tfrac12\sin^2\theta\right]_0^\pi=0,$$

$$\int_0^\pi\sin\theta\cos^2\theta\,d\theta=\left[-\tfrac13\cos^3\theta\right]_0^\pi=\tfrac23 .$$

The first removes the part of the current that belongs to a fixed resistance, which encloses nothing. The second gives

$$A=\frac{2\varepsilon V^2}{3R_0}=\frac{2kV^3}{3\omega R_0^3}.$$

This is the leading area of one lobe. Its coefficient, $0.667$ in the units used above, lies between those of the triangular and rectangular pulses. In the limit $k\to0$ or $\omega\to\infty$ the loop closes to the straight line of an ordinary resistor.

The unit is volt times ampere, or watt, but the area is not the dissipated power. At leading order the energy dissipated in a full cycle is

$$\int_0^{2\pi}\frac{V^2\sin^2\theta}{R_0}\,\frac{d\theta}{\omega}=\frac{\pi V^2}{\omega R_0},$$

which stays finite when $k=0$ and the lobe has vanished.

### The negative half-cycle

Replace $\theta$ by $2\pi-\theta$. The cosine, and with it $R$, is unchanged, while the voltage changes sign, so

$$i(2\pi-\theta)=-i(\theta).$$

The second lobe is the first one turned by half a revolution about the origin, and has the same area. Its sense is opposite. With $\theta=2\pi-\theta'$ the derivative $V\cos\theta$ is unchanged, the current changes sign, and reversing the limits cancels the minus sign from $d\theta=-d\theta'$:

$$-\int_\pi^{2\pi}i\,V\cos\theta\,d\theta=+\int_0^\pi i(\theta')\,V\cos\theta'\,d\theta'=-A .$$

The signed areas of the two lobes cancel over a period. The unsigned total is $2A$.

### The area without expansion

The full integral can also be done. Put $u=\cos\theta$, so that $\sin\theta\,d\theta=-du$ and the limits $0,\pi$ become $1,-1$. Reversing them gives

$$A=-\frac{V^2}{R_0}\int_{-1}^{1}\frac{u\,du}{\sqrt{1-2\varepsilon+2\varepsilon u}} .$$

Let $y$ be the square root and $s=\sqrt{1-4\varepsilon}=R_{\min}/R_0$. Then $y$ runs from $s$ to $1$. With $a=1-2\varepsilon=(1+s^2)/2$ and $b=2\varepsilon=(1-s^2)/2$,

$$u=\frac{y^2-a}{b},\qquad du=\frac{2y\,dy}{b},$$

$$\int_{-1}^{1}\frac{u\,du}{y}=\frac2{b^2}\int_s^1(y^2-a)\,dy
=\frac2{b^2}\left[\frac{1-s^3}{3}-\frac{(1+s^2)(1-s)}2\right].$$

Take out the factor $(1-s)/6$, using $1-s^3=(1-s)(1+s+s^2)$:

$$\frac{1-s}{6}\bigl[2+2s+2s^2-3-3s^2\bigr]=-\frac{(1-s)^3}{6}.$$

Since $b^2=(1-s)^2(1+s)^2/4$, the integral is $-\tfrac43(1-s)/(1+s)^2$, and

$$A=\frac43\,\frac{V^2}{R_0}\,\frac{1-s}{(1+s)^2}.$$

For small $\varepsilon$, $s=1-2\varepsilon-2\varepsilon^2+\dots$. Hence $1-s\approx2\varepsilon(1+\varepsilon)$ and $(1+s)^2\approx4(1-2\varepsilon)$, so that

$$A=\frac{2\varepsilon V^2}{3R_0}\bigl[1+3\varepsilon+O(\varepsilon^2)\bigr].$$

The opposite limit, $\varepsilon\to1/4$, gives $s\to0$ and $A\to4V^2/(3R_0)$. It can be checked directly. There $R=R_0\cos(\theta/2)$, and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ gives $i=(2V/R_0)\sin(\theta/2)$. With $x=\theta/2$ and $\cos\theta=1-2\sin^2x$,

$$A=-\frac{4V^2}{R_0}\int_0^{\pi/2}(\sin x-2\sin^3x)\,dx
=-\frac{4V^2}{R_0}\left(1-\frac43\right)=\frac{4V^2}{3R_0}.$$

The leading formula would give $V^2/(6R_0)$ there, eight times too little.

## Second half: a better reference, a filament, and the limits of the law

### What is carried over

The device obeys $v=Ri$ and $dR/dt=-ki$, and the voltage is $v=V\sin\theta$ with $\theta=\omega t$. $R_0$ is the resistance at the upward zero crossing, and $\varepsilon=kV/(\omega R_0^2)$ is printed as `e` in the numerical output. The first half gave

$$R^2=R_0^2\bigl[1-2\varepsilon(1-\cos\theta)\bigr],\qquad
A=\frac{2kV^3}{3\omega R_0^3}\bigl[1+3\varepsilon+O(\varepsilon^2)\bigr]$$

for one lobe. For small changes of resistance, the area is also proportional to the integral over voltage of $v$ times the flux difference between the return and outgoing branches.

### Moving the reference to the voltage peak

The correction $3\varepsilon$ comes from the choice of reference. Let $R_m$ be the resistance at the voltage peak, $\theta=\pi/2$, so that $R_m^2=R_0^2(1-2\varepsilon)$. Then

$$R^2=R_m^2+\frac{2kV}{\omega}\cos\theta=R_m^2(1+2h\cos\theta),\qquad h=\frac{kV}{\omega R_m^2}.$$

With $u=\cos\theta$ the area is

$$A=-\frac{V^2}{R_m}\int_{-1}^1u\,(1+2hu)^{-1/2}du .$$

Expand the root:

$$(1+2hu)^{-1/2}=1-hu+\tfrac32h^2u^2-\tfrac52h^3u^3+\dots$$

After multiplication by $-u$, the odd powers of $u$ integrate to zero. The rest gives $h\cdot\tfrac23+\tfrac52h^3\cdot\tfrac25$, so

$$A=\frac{2kV^3}{3\omega R_m^3}\left[1+\tfrac32h^2+\dots\right].$$

There is no first-order correction. Direct integration of the law at $\varepsilon=0.02$ gives an area $1.0638$ times the leading formula with $R_0$, but $1.0007$ times the same formula with $R_m$. At $\varepsilon=0.2$ the two ratios are $2.64$ and $1.23$, so neither leading formula is accurate there.

For fast sinusoidal driving, the stated law gives a leading lobe area of $2kV^3/(3\omega R_0^3)$, and taking the resistance at the voltage peak instead of $R_0$ removes the first-order correction. What remains is to see how a filament could supply $k$, to put in numbers for an oxide cell, and to find where the law fails.

Numerical values quoted here were computed with a short program.
